# Ideal mixing entropy of five equally abundant cations at 600 K

## Problem

A rocksalt film of composition (Mg,Co,Ni,Cu,Zn)O is grown by atomic layer deposition at 600 K. The five cation species are supplied in turn, in supercycles, and are equally abundant in the film. Assume first that they end up randomly distributed over the cation sites.

(a) Count the arrangements of the cations and find the ideal mixing entropy per cation for a large film, relative to five separate pure oxides.

(b) Show that this entropy contributes $-0.083$ eV per cation to the Gibbs free energy of mixing at 600 K.

(c) A grain has an edge of 5.0 nm. Is it large enough for the large-film formula? Take a rough lattice parameter of 0.42 nm.

(d) Show that equal abundance gives the largest ideal entropy, and find the entropy term for fractions 0.30, 0.25, 0.20, 0.15 and 0.10.

(e) Suppose the enthalpy of mixing is $+0.10$ eV per cation, a round illustrative value. Does the entropy make the mixed film favourable relative to the separate oxides at 600 K?

## Hints

**For (a).** Number the sites, and treat cations of one species as indistinguishable. The entropy is $k\ln W$, where $W$ is the number of distinct arrangements. Ask what $W$ is for a pure oxide, and whether the oxygen ions add anything.

**For (b).** Entropy enters the free energy through $G=H-TS$. Keep track of the minus sign, and use $k$ in eV/K.

**For (c).** Use a more accurate approximation to the factorial, obtained from $n!=\int_0^\infty t^n e^{-t}\,dt$. The integrand has a sharp maximum. A rocksalt cubic cell contains four cations.

**For (d).** The inequality $\ln y\le y-1$ is enough.

**For (e).** Compare the two terms of $\Delta G$, and be careful about which two states are being compared.

## Solution

### (a) Counting the arrangements

Let there be $N$ cation sites, all equivalent and each holding one cation. Species $i$ occupies $N_i=x_iN$ of them, with $\sum_i x_i=1$. If all cations were distinguishable, they could be placed in $N!$ ways. Exchanging two cations of the same species changes nothing, so each distinct arrangement has been counted $N_1!\,N_2!\cdots N_5!$ times. Therefore

$$
W=\frac{N!}{N_1!\,N_2!\,N_3!\,N_4!\,N_5!}.
$$

For five sites with one cation of each species this gives $5!=120$. For three species on nine sites it gives $9!/(3!)^3=1680$. Listing every possible arrangement and counting those with the required composition gives the same two numbers.

"Ideal" means that all $W$ arrangements are equally likely, so that $S=k\ln W$. A pure oxide has all its cation sites filled by one species, so it has $W=1$ and no configurational entropy. The anion sublattice holds only oxygen, before and after mixing, and contributes nothing either. The entropy of mixing is thus $k\ln W$ itself.

To evaluate $\ln n!=\sum_{m=2}^{n}\ln m$ for large $n$, compare the sum with an integral. Because the logarithm increases,

$$
\int_1^n\ln t\,dt\;\le\;\ln n!\;\le\;\int_1^n\ln t\,dt+\ln n .
$$

The integral equals $n\ln n-n+1$. Hence $\ln n!=n\ln n-n$, with an error that grows no faster than $\ln n$. Divided by $N$, such errors vanish for a large film.

Insert this in $\ln W$:

$$
\ln W\simeq N\ln N-N-\sum_i\left(N_i\ln N_i-N_i\right).
$$

Since $\sum_iN_i=N$, the linear terms cancel. Writing $\ln N_i=\ln N+\ln x_i$ gives

$$
\ln W\simeq N\ln N-\sum_i x_iN\left(\ln N+\ln x_i\right)=-N\sum_i x_i\ln x_i ,
$$

because $\sum_i x_iN\ln N=N\ln N$. The entropy per cation, denoted $s$, is therefore

$$
s=-k\sum_i x_i\ln x_i .
$$

For five equal fractions, $x_i=1/5$, and each of the five terms is $\tfrac15\ln5$:

$$
s=k\ln5=1.609\,k=1.387\times10^{-4}\ \text{eV/K}.
$$

The same calculation with $q$ equally abundant species gives $k\ln q$. It vanishes for $q=1$, as it must, and grows slowly with $q$: the step from $q$ to $q+1$ species adds $k\ln(1+1/q)$, which becomes smaller as $q$ increases.

### (b) The contribution to the free energy

At fixed temperature and pressure the free energy of mixing per cation is

$$
\Delta g=\Delta h-T\,\Delta s ,
$$

where $\Delta h$ is the enthalpy of mixing. The configurational part of $-T\,\Delta s$ is $-kT\ln5$. At 600 K,

$$
kT=(8.617\times10^{-5}\ \text{eV/K})(600\ \text{K})=0.05170\ \text{eV},
$$

$$
-Ts=-(0.05170\ \text{eV})(1.60944)=-0.0832\ \text{eV per cation}.
$$

This is the required $-0.083$ eV, or $-8.03$ kJ per mole of cations. The entropy is positive; the minus sign belongs to its contribution to the free energy. The value is also per cation, not per atom. In an oxide MO there are two atoms for each cation, so the same quantity per atom is $-0.0416$ eV.

The term is proportional to $T$. If the random arrangement is frozen in and the film is cooled to 300 K, $s$ stays the same and $-Ts$ shrinks to $-0.0416$ eV per cation. This equals the per-atom value at 600 K because both are half of the main result. In a frozen film, $W$ counts the arrangements that the growth could have produced, not arrangements that the film still explores.

### (c) Is a 5 nm grain large enough?

The grain contains about

$$
4\left(\frac{5.0}{0.42}\right)^3\approx6750
$$

cations, rounded to a multiple of five so that the abundances can be equal.

To find the leading correction, write the integrand of $n!=\int_0^\infty t^ne^{-t}dt$ as $e^{\phi(t)}$, with $\phi(t)=n\ln t-t$. The derivative $\phi'=n/t-1$ vanishes at $t=n$. There $\phi=n\ln n-n$ and $\phi''=-n/t^2=-1/n$. Near the maximum the integrand is a Gaussian of width $\sqrt n$, which is narrow compared with $n$. The lower limit can then be moved to $-\infty$ with negligible error, and

$$
n!\simeq e^{n\ln n-n}\int_{-\infty}^{\infty}e^{-(t-n)^2/2n}\,dt
=e^{n\ln n-n}\sqrt{2\pi n}.
$$

Each $\ln n!$ therefore gains a term $\tfrac12\ln(2\pi n)$. For $N_i=N/5$ the extra terms in $\ln W$ are

$$
\tfrac12\ln(2\pi N)-\tfrac52\ln\frac{2\pi N}{5}
=-2\ln(2\pi N)+\tfrac52\ln5 .
$$

Per site this gives

$$
\frac{\ln W}{N}\simeq\ln5-\frac{2\ln(2\pi N)-\tfrac52\ln5}{N}.
$$

Exact factorials give $\ln W/N=1.459$ for $N=50$, $1.585$ for $N=500$ and $1.607$ for $N=6750$, approaching $\ln5=1.609$ from below. If the 5 nm grain holds exactly equal numbers of the five species, the loss is 0.16% of the ideal entropy, so the large-film formula is adequate as far as the counting is concerned. The count treats all sites as equivalent, whereas more than a fifth of the cations in a 5 nm cube lie in its outer layer, and segregation there could cost more entropy than this correction.

The loss has a simple origin. The count requires exactly $N/5$ cations of each species in the grain. If every site were filled independently, with probability $1/5$ for each species, there would be $5^N$ equally likely arrangements and the entropy would be $k\ln5$ per site for any $N$. Fixing the composition removes most of these arrangements: by the formula above, the fraction that remains is about $5^{5/2}/(2\pi N)^2$. This fraction falls only as a power of $N$, so its logarithm divided by $N$ tends to zero. The resulting loss of entropy per site matters for a cluster of 50 cations, but hardly for the grain.

### (d) Equal and unequal abundances

Subtract $\ln5$ from the general result. Because $\sum_ix_i=1$, we may write $\ln5=\sum_ix_i\ln5$, so

$$
\frac{s}{k}-\ln5=\sum_i x_i\ln\frac{1}{5x_i}.
$$

Suppose first that all five fractions are positive. Using $\ln y\le y-1$ with $y=1/(5x_i)$,

$$
\frac{s}{k}-\ln5\le\sum_i x_i\left(\frac{1}{5x_i}-1\right)
=\sum_i\left(\frac15-x_i\right)=0 .
$$

Equality requires $y=1$ in every term, hence $x_i=1/5$. If some species are absent, their terms $-x_i\ln x_i$ are zero. The sum then runs over $m<5$ species, and the bound becomes $m/5-1<0$. Equal abundance is therefore the unique maximum.

For the unequal fractions given in the problem,

$$
\frac{s}{k}=0.36119+0.34657+0.32189+0.28457+0.23026=1.5445,
$$

and at 600 K

$$
-Ts=-(0.05170\ \text{eV})(1.5445)=-0.0799\ \text{eV per cation}.
$$

The most abundant species is here three times as common as the least abundant, yet the term is only 4% smaller in magnitude than at equal abundance. Near a smooth maximum the loss is of second order in the deviations $x_i-1/5$, which is why moderate errors of composition matter little for this quantity.

### (e) What the entropy does not decide

With $\Delta h=+0.10$ eV and only the ideal entropy included,

$$
\Delta g=0.10-0.0832\approx+0.017\ \text{eV per cation}.
$$

The mixed film is unfavourable relative to the separate oxides at 600 K. The two terms cancel at

$$
T=\frac{\Delta h}{k\ln5}=\frac{0.10\ \text{eV}}{1.387\times10^{-4}\ \text{eV/K}}\approx721\ \text{K},
$$

if $\Delta h$ and $\Delta s$ do not change with temperature. Above this temperature the mixed film has a lower free energy than the five pure oxides. That does not yet prove that it is the stable state, because the comparison has involved two states only. A partly separated film, for instance two solutions of different composition, might have a lower free energy still. For example, a regular solution with the same interaction between all unlike pairs and the same $\Delta h$ at equal abundance stays separated up to about 785 K. The real oxide is reported to become single phase only near 1100–1150 K, so 721 K is not a property of the material. Conversely, a film with $\Delta g>0$ can persist if the cations are too slow to separate.

Vibrations also contribute to $\Delta g$. An oscillator with quantum $\epsilon$ has levels $(m+\tfrac12)\epsilon$. Summing the geometric series of Boltzmann factors gives its free energy,

$$
f(\epsilon)=-kT\ln\sum_{m=0}^{\infty}e^{-(m+1/2)\epsilon/kT}
=\frac{\epsilon}{2}+kT\ln\left(1-e^{-\epsilon/kT}\right).
$$

A formula unit MO has two atoms and hence six modes. Take a rough quantum of 40 meV for all six, and suppose that mixing softens them by 2%, to 39.2 meV. The change is

$$
6\left[f(39.2\ \text{meV})-f(40\ \text{meV})\right]=-0.0066\ \text{eV}
$$

per cation at 600 K. This is 8% of the configurational term. Softening favours the mixed film; stiffening would act against it, since $f$ increases with $\epsilon$.

### The model and a real film

The lattice parameter is a rough value for a rocksalt oxide of this kind, while the enthalpy and the softening are illustrative inputs, not properties determined for this film. Pure CuO and ZnO do not have the rocksalt structure under ordinary conditions, so the enthalpy of mixing relative to the stable pure oxides includes the cost of changing their structure. The assumption most directly exposed to the growth method is random mixing: the cations arrive one species at a time. If each pulse covers a whole plane, the cations must intermix during growth or afterwards to become random. If each pulse instead fills a fifth of a plane at random sites, five pulses give a random plane without any later exchange. This requires the sites filled in one pulse to be independent. In practice the ligands of an adsorbed precursor block neighbouring sites, which suppresses like neighbours within the plane and lowers the entropy. The first variation estimates the entropy when each plane remains enriched in one species. The numerical output below lists the values for all these cases.

## Variation 1: incomplete intermixing

**Question.** Each cation plane of the film contains 60% of its "own" species and 10% of each of the other four. The own species changes from plane to plane in a fixed order, with a period of five planes. Within a plane the cations are random. What is the entropy term at 600 K?

**Solution.** Over five successive planes, each species supplies $0.60+4(0.10)=1.00$ plane's worth of cations out of five. The average composition is still equimolar. The arrangements are more restricted, however, because each plane has its own prescribed composition.

The planes are arranged independently, so the total number of arrangements is the product of the numbers for the planes, and the entropies add. All planes have the same set of fractions, merely assigned to different species, and thus the same entropy per cation. If $a$ is the fraction of the own species and each other species has fraction $(1-a)/4$, then

$$
\frac{s}{k}=-a\ln a-(1-a)\ln\frac{1-a}{4}.
$$

For $a=0.60$ the terms are

$$
\frac{s}{k}=0.3065+0.9210=1.2275,
$$

$$
-Ts=-(0.05170\ \text{eV})(1.2275)=-0.0635\ \text{eV per cation}.
$$

This is 24% smaller in magnitude than the fully random value. Two limits check the formula. For $a=1/5$ every plane is equimolar and $s=k\ln5$. For $a\to1$ the planes are pure and $s\to0$, although the film as a whole still contains equal amounts of five cations. A composition averaged over the film thickness therefore does not determine the mixing entropy; the distribution of the cations from plane to plane is also needed.

## Variation 2: short-range order

**Question.** The film is uniform on average, but a neighbouring cation site holds the same species with probability 0.25 instead of the random value 0.20. The remaining probability is shared equally by the other four species. Estimate the loss of entropy.

**Solution.** The arrangements are no longer equally likely, so the entropy must be expressed through their probabilities $p_r$. Imagine a very large number $M$ of copies of the system, with $p_rM$ of them in arrangement $r$. Counting the ways to assign arrangements to copies is the problem solved in (a), with copies in place of sites and arrangements in place of species. The entropy per copy is therefore

$$
S=-k\sum_r p_r\ln p_r .
$$

Consider first a chain of sites. The first site is equally likely to hold any species and has entropy $k\ln5$. Given one site, the next holds the same species with probability 0.25 and each other species with probability $0.75/4=0.1875$. The probability of a whole sequence is a product of such factors, so its logarithm is a sum, and each further site adds the entropy

$$
h=-k\left[0.25\ln0.25+4(0.1875)\ln0.1875\right]=1.6021\,k .
$$

Every site still has probability $1/5$ for each species, since $0.2(0.25)+0.8(0.1875)=0.2$. The loss per bond, relative to random filling, is

$$
I=k\ln5-h=0.0074\,k .
$$

In the rocksalt structure each cation has twelve nearest cation neighbours. Each bond is shared by two cations, which gives six bonds per cation. Adding the losses of all bonds gives

$$
6I\approx0.044\,k,\qquad 6IT\approx0.0023\ \text{eV per cation at 600 K}.
$$

The entropy term changes from $-0.083$ eV to about $-0.081$ eV. The addition of bond losses is justified on the chain, which has no closed loops. The cation lattice contains triangles of neighbours, whose three bonds are not independent, so the result there is an estimate. The leading correction comes from the eight triangles per cation, each of which restores about $4(0.05/0.8)^3k$. It lowers the loss to about $0.037\,k$, so the pair value is nearly 20% too high, although the entropy term still rounds to $-0.081$ eV. These numbers refer to the least ordered state with the given neighbour probability; any additional order lowers the entropy further.

The loss is small because it is quadratic in the deviation from randomness. Let the like-neighbour probability be $0.2+\delta$ and each unlike one $0.2-\delta/4$, and call these changes $\Delta_j$. They sum to zero, and

$$
\frac{I}{k}=\sum_j(0.2+\Delta_j)\ln\left(1+\frac{\Delta_j}{0.2}\right)
\simeq\sum_j\left(\Delta_j+\frac{\Delta_j^2}{0.4}\right)
=\frac{\delta^2+4(\delta/4)^2}{0.4}=3.125\,\delta^2 .
$$

For $\delta=0.05$ this gives 0.0078, about 6% above the full value of 0.0074. The sign of $\delta$ drops out at this order: in the pair estimate, a weak preference for like neighbours and an equally weak preference for unlike ones reduce the entropy by nearly the same amount. Terms of higher order make the two losses differ as the preference grows, and on the cation lattice the triangles of neighbours widen the difference. For $\delta=+0.05$ and $\delta=-0.05$ the pair estimates are $0.044\,k$ and $0.050\,k$ per cation, while on the cation lattice the losses are roughly $0.037\,k$ and $0.058\,k$. The two preferences can also have different effects on the enthalpy, so the entropy alone does not tell which kind of order will form.

## Computed results

```
MAIN RESULT
Boltzmann constant: 8.617333e-05 eV/K
temperature: 600 K; kT: 0.05170 eV
ln 5: 1.60944
mixing entropy per cation: 1.38691e-04 eV/K
-TS per cation: -0.08321 eV
-TS per mole of cations: -8.03 kJ/mol
-TS per atom in MO: -0.0416 eV
COUNTING
5 species on 5 sites, enumerated arrangements: 120
3 species on 9 sites, enumerated arrangements: 1680
2 species on 12 sites, enumerated arrangements: 924
N = 50: exact ln W / N = 1.45911
N = 500: exact ln W / N = 1.58527
N = 6750: exact ln W / N = 1.60688
lattice parameter: 0.42 nm; grain edge: 5.0 nm
cations in grain: 6750
finite-size loss in grain: 0.16 %
fractions at numerical maximum: 0.200 0.200 0.200 0.200 0.200
NEGLECTED EFFECTS AT 600 K, PER CATION
unequal fractions: 0.30 0.25 0.20 0.15 0.10
unequal: S/k = 1.5445; -TS = -0.0799 eV
own-species fraction in each plane: 0.60; others: 0.10
layered: S/k = 1.2275; -TS = -0.0635 eV
like-neighbour probability: 0.25 (random: 0.20)
information per bond: 0.00738 k
order loss, pair estimate: 0.0443 k = 0.0023 eV
mode quantum: 40 meV; softening: 2 %
vibrational free-energy change, 6 modes: -0.0066 eV
assumed mixing enthalpy: 0.10 eV
enthalpy plus ideal entropy term: 0.0168 eV
temperature where these two cancel: 721 K
-TS at 300 K, arrangement frozen in: -0.0416 eV
```
